# Elastic energy of a coherent strained film and its thickness

## Question

I am stuck on an exercise about strained heteroepitaxy:

> For 2 percent biaxial strain and modulus 150 GPa, show that stored elastic energy reaches 0.50 joule per square metre at thickness 8.3 nm.

I started from the energy density of a spring-like solid, $\tfrac12\times\text{modulus}\times\text{strain}^2$, multiplied by the thickness, and found 16.7 nm. Then I was told that a film needs $E/(1-\nu)$ instead of Young's modulus $E$. With Poisson's ratio $\nu=0.25$, and without the factor one half, that gives 6.25 nm. Which modulus is meant, where does the half go, and what is happening to the atoms? I would also like to know whether a real film would hold this energy.

## Answer

The statement is true if "modulus" means the **biaxial modulus** $M$, the ratio of in-plane stress to in-plane strain in a film stretched or compressed equally in both in-plane directions. The exercise should have said so. If 150 GPa is Young's modulus, your 6.25 nm is right for $\nu=0.25$. The half disappears because two directions are loaded.

### Assumptions

The film is flat, free of dislocations and coherent: its atomic rows continue those of a thick substrate. Let $z$ be the film normal. Coherence imposes

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon,\qquad \varepsilon_{xy}=0 .$$

I take $\varepsilon=-0.02$, with compression negative. Linear elasticity holds, thickness $h$ and area refer to the unstrained film, and energy is counted from the unstrained film. Surface and interface energies are not included.

The top face is free, so no force acts on it. In a laterally uniform film, force balance says that $\sigma_{xz}$, $\sigma_{yz}$ and $\sigma_{zz}$ do not vary with $z$. They vanish at the top, hence they vanish throughout the film.

### The stress

Take a cubic crystal with a (001) face and elastic constants $C_{11},C_{12},C_{44}$. The shear stresses are $\sigma_{xz}=2C_{44}\varepsilon_{xz}$ and $\sigma_{yz}=2C_{44}\varepsilon_{yz}$, so both shear strains are zero. The normal stress gives

$$0=\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})
\;\Rightarrow\;
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .$$

A film squeezed in its plane becomes thicker. Insert this into the in-plane stress:

$$\sigma_{xx}=C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon\equiv M\varepsilon .$$

By symmetry $\sigma_{yy}=M\varepsilon$ too. For an isotropic film, Hooke's law with $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{zz}=0$ reads

$$\varepsilon=\frac{\sigma-\nu\sigma}{E}\;\Rightarrow\;\sigma=\frac{E}{1-\nu}\,\varepsilon,\qquad M=\frac{E}{1-\nu}.$$

Compressing $y$ makes the material push outward along $x$, so holding both directions takes more stress than holding one. For $\nu>0$ this makes $M$ larger than $E$.

### The energy, and the missing half

Build up the strain gradually as $t\varepsilon$, with $t$ running from 0 to 1. The in-plane stresses are then $Mt\varepsilon$. The work per volume is

$$u=\int_0^1\left(\sigma_{xx}\frac{d\varepsilon_{xx}}{dt}+\sigma_{yy}\frac{d\varepsilon_{yy}}{dt}+\sigma_{zz}\frac{d\varepsilon_{zz}}{dt}\right)dt
=\int_0^1 2Mt\varepsilon^2\,dt=M\varepsilon^2 .$$

Each in-plane direction contributes $\tfrac12M\varepsilon^2$. The normal direction moves but contributes nothing, because $\sigma_{zz}=0$.

The same result follows from minimising the energy. For any normal strain, the cubic energy density is

$$u=\tfrac12C_{11}(2\varepsilon^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon^2+2\varepsilon\varepsilon_{zz}).$$

Completing the square in $\varepsilon_{zz}$ gives

$$u=\tfrac12C_{11}\left(\varepsilon_{zz}+\frac{2C_{12}}{C_{11}}\varepsilon\right)^2+M\varepsilon^2 .$$

The free film makes the bracket zero. Freezing its thickness at $\varepsilon_{zz}=0$ would cost $(C_{11}+C_{12})\varepsilon^2$, which is more.

The strain is the same at every height, so the energy per area is

$$U=M\varepsilon^2h,\qquad h=\frac{U}{M\varepsilon^2}.$$

### The numbers

Choose the round values $C_{11}=135$, $C_{12}=45$ and $C_{44}=65$ GPa. Then

$$M=135+45-\frac{2\times45^2}{135}=180-30=150\ \text{GPa}.$$

The in-plane stress is $150\times(-0.02)=-3.0$ GPa and the normal strain is $+1.33$ percent. The energy density is

$$u=(150\times10^9)(0.02)^2=6.0\times10^7\ \text{J/m}^3=60\ \text{MJ/m}^3,$$

and therefore

$$h=\frac{0.50}{6.0\times10^7}\ \text{m}=8.33\ \text{nm},$$

which is the stated 8.3 nm. The target energy equals 3.12 eV/nm². As a test, the energy density was also minimised numerically over all three strains left free by the substrate; it gave the same 60 MJ/m³.

Your two other answers solve different problems:

- The density $\tfrac12E\varepsilon^2$ belongs to a bar pulled along one axis with free sides. With $E=150$ GPa it is 30 MJ/m³, hence 16.7 nm.
- If $E=150$ GPa and $\nu=0.25$ describe the film, then $M=150/0.75=200$ GPa and $h=6.25$ nm.

Since $h\propto1/\varepsilon^2$ at fixed $U$ and $M$, halving the strain to 1 percent raises the thickness fourfold, to 33 nm. The sign of $\varepsilon$ does not matter in linear elasticity.

### What the atoms do

A simple model shows where the energy sits: an fcc (001) film whose nearest neighbours are joined by springs of constant $k$. With cubic lattice constant $a$, the natural bond length is $r_0=a/\sqrt2$. Each layer is a square lattice of side $r_0$, and atoms of the next layer sit above the centres of the squares.

Coherence changes the side to $(1+\varepsilon)r_0$. A bond between layers then has horizontal length $(1+\varepsilon)r_0/\sqrt2$. If the layer spacing is $d$, the bond keeps its natural length when

$$\frac{(1+\varepsilon)^2r_0^2}{2}+d^2=r_0^2
\;\Rightarrow\;
d=\frac{r_0}{\sqrt2}\sqrt{2-(1+\varepsilon)^2}\approx\frac a2(1-\varepsilon).$$

All four bonds from an atom to the layer below satisfy this condition together, including those to the substrate. The interlayer bonds therefore store no energy, and the in-plane bonds carry all of it. An atom has four in-plane neighbours, each bond being shared by two atoms, so there are two such bonds per atom. Each stores $\tfrac12k(r_0\varepsilon)^2$, and the area per atom is $r_0^2$. The energy per layer and area is

$$\frac{2\times\tfrac12k r_0^2\varepsilon^2}{r_0^2}=k\varepsilon^2 .$$

For $N$ layers, $h=Na/2$, so

$$U=Nk\varepsilon^2=\frac{2k}{a}\,\varepsilon^2h .$$

This is the continuum law if $M=2k/a$, which can be confirmed from the elastic constants of the bulk lattice. A bond with direction $\mathbf n$ is extended by $r_0\sum_{ij}n_i\varepsilon_{ij}n_j$, and the volume per atom is $a^3/4$.

- For strain $e$ along $x$ alone, 8 of the 12 bonds are extended by $r_0e/2$. The energy density is $\tfrac12\cdot8\cdot\tfrac12k(r_0e/2)^2\cdot4/a^3=(k/a)e^2$. Equating it to $\tfrac12C_{11}e^2$ gives $C_{11}=2k/a$.
- For strain $e$ along both $x$ and $y$, with $\varepsilon_{zz}=0$, 4 bonds are extended by $r_0e$ and 8 by $r_0e/2$. The density is $(3k/a)e^2=(C_{11}+C_{12})e^2$, so $C_{12}=k/a$.

Hence $M=(2+1-1)k/a=2k/a$, as required.

With $a=0.55$ nm, $M=150$ GPa requires $k=Ma/2=41.25$ N/m. Each layer stores $41.25\times(0.02)^2=0.0165$ J/m². Thirty layers are 8.25 nm thick and store 0.495 J/m²; the next complete layer takes the film past 0.50. In a numerical test, the 30 layers were displaced and then relaxed, each free to move as a rigid sheet in three directions. The energy returned to 0.4950 J/m², in agreement with the continuum value for this lattice.

### A second case: the (111) face

The modulus depends on which face is grown. Let $\mathbf n$ be the [111] direction, $\varepsilon_n$ the normal strain and $g=\varepsilon_n-\varepsilon$. The strain tensor is $\varepsilon\,\delta_{ij}+g\,n_in_j$, with $n_in_j=1/3$ along the cubic axes. Every diagonal strain is thus $\varepsilon+g/3$ and every off-diagonal one is $g/3$. With $B=C_{11}+2C_{12}$, the stresses along the cubic axes are

$$\sigma_{\rm diag}=B\left(\varepsilon+\frac g3\right),\qquad \sigma_{\rm off}=\frac{2C_{44}g}{3}.$$

The stress normal to the face is $\sigma_{\rm diag}+2\sigma_{\rm off}$ and must vanish:

$$B\left(\varepsilon+\frac g3\right)+\frac{4C_{44}g}{3}=0\;\Rightarrow\;g=-\frac{3B\varepsilon}{B+4C_{44}}.$$

The in-plane stress is $\sigma_{\rm diag}-\sigma_{\rm off}$. Since $\sigma_{\rm diag}=-2\sigma_{\rm off}$, it equals $-3\sigma_{\rm off}=-2C_{44}g$, so

$$M_{111}=\frac{6C_{44}B}{B+4C_{44}}=\frac{6\times65\times225}{225+260}=180.9\ \text{GPa}.$$

For the same strain and elastic constants, 0.50 J/m² is now reached at 6.91 nm.

### Would a film hold this energy?

The coherent film can lower its energy by forming misfit dislocations. Consider two crossed arrays of lines at the interface, with spacing $p$ in each array. Let $b_e$ be the part of the Burgers vector that relieves misfit. Each array relieves strain $b_e/p$ in one direction. If a fraction $f$ of the misfit is relieved, $1/p=f|\varepsilon|/b_e$, and the total line length per area is $2/p$.

For the energy per line length I take, without deriving it, the standard isotropic estimate for 60-degree dislocations:

$$W=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].$$

Here $\mu$ is the shear modulus, $b$ the Burgers length, and the final 1 a rough allowance for the core. Interactions between lines are ignored, apart from the uniform strain they relieve together. This is a rough step: the spacing found below for the 8.33 nm film is about 22 nm, less than three film thicknesses, so the interactions are not small. Their effect depends on how the Burgers vectors are arranged. If the screw parts cancel between the two arrays or alternate in sign, the interactions raise the relieved fraction and lower the energy. If the screw parts add up to a uniform shear, the relieved fraction falls and the energy hardly changes. The energy per area becomes

$$U(f)=M\varepsilon^2h(1-f)^2+\frac{2f|\varepsilon|}{b_e}W
=M\varepsilon^2h\left[(1-f)^2+2fq\right],\quad q=\frac{W}{M|\varepsilon|b_eh}.$$

Setting the derivative to zero gives $-2(1-f)+2q=0$, or $f=1-q$. For $q>1$ this would be negative, so the minimum stays at $f=0$ and the coherent film is stable against these lines. The critical thickness is where $q=1$. Beyond it,

$$U_{\min}=M\varepsilon^2h\left[q^2+2(1-q)q\right]=M\varepsilon^2h\,q(2-q).$$

Take $\nu=0.25$ and $\mu=45$ GPa, the isotropic values that reproduce $M=2\mu(1+\nu)/(1-\nu)=150$ GPa. With $b=0.389$ nm and $b_e=b/2=0.194$ nm, the critical thickness is 3.8 nm. The film in the exercise is more than twice as thick. The rough core allowance matters here: with 2 in place of 1, the critical thickness becomes 5.4 nm, and the minimum energy at 8.33 nm becomes 0.46 J/m² instead of the value found next. The isotropic $\mu$ matters too. It equals $(C_{11}-C_{12})/2$, the softer shear modulus of the cubic crystal above. Anisotropic elasticity with $C_{44}=65$ GPa raises the factor in front of the bracket in $W$ by about 18 percent, which gives a critical thickness of 4.8 nm and a minimum energy of 0.44 J/m² at 8.33 nm. At 8.33 nm the minimum has $f=0.434$, hence $q=0.566$ and

$$U_{\min}=0.50\times0.566\times1.434=0.406\ \text{J/m}^2 .$$

Of this, $0.50q^2=0.16$ J/m² is uniform film strain and the rest is line energy. In this model the coherent film at 8.33 nm is therefore not the state of lowest energy, and it survives only if something outside the model, such as a barrier to forming dislocations, holds them back: 0.50 J/m² is what it stores if no dislocations have formed.

A thicker film at equilibrium does not hold 0.50 J/m² as uniform strain either. The total $U_{\min}$ does grow with $h$ in this model, but its growth without limit comes from the logarithm in $W$, which treats each line as isolated. Once the film is much thicker than the line spacing, neighbouring lines can screen one another's stress fields. If their Burgers vectors are arranged so that no long-range stress remains, the total energy levels off. Above the critical thickness the uniform strain energy is $M\varepsilon^2hq^2\propto[\ln(h/b)+1]^2/h$, which falls with $h$ once $\ln(h/b)>1$, a condition already met at 3.8 nm. Its largest value along the equilibrium path is thus at the critical thickness, $60\times10^6\times3.81\times10^{-9}=0.23$ J/m². This energy balance says nothing about how fast dislocations form.

### How far linear theory can be trusted

**Anharmonic bonds.** Replace the springs by Morse bonds of energy $D[1-e^{-\alpha(r-r_0)}]^2$ with the same $k=2D\alpha^2$. The interlayer bonds can still keep length $r_0$, so the energy changes by the factor

$$\left[\frac{1-e^{-\alpha r_0\varepsilon}}{\alpha r_0\varepsilon}\right]^2\approx1-\alpha r_0\varepsilon .$$

For a rough $\alpha r_0=4$, the full factor raises the energy by 8.4 percent at 2 percent compression and lowers it by 7.6 percent at 2 percent tension, relative to springs. The sign of the strain now matters. For these model bonds under compression, the target would be reached near $8.33/1.084=7.7$ nm. In a real alloy the size of the correction depends on its own third-order elastic constants.

**Choice of reference area.** The strained film's area is smaller by 3.96 percent and its volume by 2.68 percent. Quoted per strained area, the same energy is $0.50/0.9604=0.52$ J/m². Linear theory does not distinguish the two.

**Growth temperature.** Suppose that the film expands more than the substrate by $1.5\times10^{-6}$ per kelvin and that growth takes place 500 K above room temperature. The strain there is $-0.02-0.00075=-2.075$ percent. A modulus loss of $8\times10^{-5}$ per kelvin leaves 144 GPa. These rough inputs give 0.517 J/m² at unchanged reference thickness: larger strain outweighs softening.

**A yielding substrate.** Let a wafer of thickness $h_s$ and equal modulus stretch by $e_0$ and bend with curvature $\kappa$. With $\eta=h/h_s$ and film strain $s=\varepsilon+e_0+\kappa h_s/2$, the energy per area is

$$Mh_s\left[\eta s^2+e_0^2+\frac{(\kappa h_s)^2}{12}\right].$$

Minimising over $e_0$ and $\kappa h_s$ gives $e_0=-\eta s$ and $\kappa h_s=-6\eta s$, so $s=\varepsilon/(1+4\eta)$. Substitution gives the total energy $Mh\varepsilon^2/(1+4\eta)$. For a 0.5 mm wafer, the fraction released is about $4\eta$, or 0.0067 percent. Treating the substrate as rigid is safe here.

### Comparison with a real system

The parameters lie roughly in the regime of silicon-germanium on Si(001), where about half germanium gives a misfit near 2 percent. They are round model values, not data for one alloy, and the alloy has the diamond structure rather than the fcc spring lattice above. Of the neglected effects sized here, loss of coherence matters most for the core allowance and shear modulus chosen: full equilibrium with dislocations would move the 0.50 J/m² to about 0.41 in the estimate above, and lower still with the lines' interactions included, provided their screw parts cancel or alternate rather than add. Growth at low temperature can keep such layers coherent beyond their equilibrium critical thickness, because dislocations need time and thermal activation to form and move. A compressed film may also roughen or form islands; the flat-film model excludes this, and I have not sized it.

For the exercise itself, write "biaxial modulus $M=150$ GPa, coherent film" and use $U=M\varepsilon^2h$. The numerical output below lists the main values.

## Numbers as computed

```
C11, C12, C44 = 135, 45, 65 GPa
in-plane strain = -2.00 percent
biaxial modulus M (001) = 150.0 GPa
normal strain = 1.333 percent
in-plane stress = -3.000 GPa
energy density = 60.00 MJ/m^3
target energy per area = 0.50 J/m^2
target energy = 3.12 eV/nm^2
thickness at target = 8.33 nm
energy at 8.3 nm = 0.498 J/m^2
-- misreadings --
Young's modulus, Poisson ratio = 150 GPa, 0.25
biaxial modulus then = 200.0 GPa
thickness then = 6.25 nm
thickness with a wrong half = 16.67 nm
-- layered spring film --
lattice constant = 0.550 nm
spring constant = 41.25 N/m
layers, thickness = 30, 8.25 nm
relaxed energy, atoms = 0.4950 J/m^2
energy, continuum = 0.4950 J/m^2
energy per layer = 0.0165 J/m^2
-- anharmonic bonds --
Morse range times bond length = 4.0
change, compression = +8.4 percent
change, tension = -7.6 percent
-- misfit dislocations --
Poisson ratio, shear modulus = 0.25, 45.0 GPa
Burgers length = 0.389 nm
edge part in the plane = 0.194 nm
critical thickness = 3.81 nm
misfit relieved at equilibrium = 43.4 percent
equilibrium energy, with lines = 0.406 J/m^2
-- other neglected effects --
biaxial modulus M (111) = 180.9 GPa
thickness at target (111) = 6.91 nm
thermal expansion difference = 1.5e-06 1/K
heating above room temperature = 500 K
modulus softening = 8.0e-05 1/K
strain at growth = -2.075 percent
modulus at growth = 144.0 GPa
energy at growth = 0.517 J/m^2
area change = -3.96 percent
volume change = -2.68 percent
wafer thickness = 0.5 mm
energy released by wafer = 0.0067 percent
```
